\section*{The Darwin Reflectivity Curve from a Recursion over Atomic Planes}

\section{Reflection from a perfect crystal}

Add the waves scattered by the planes of a crystal, let each plane see the undiminished incident beam, and the reflected power near a Bragg angle can exceed the incident power. For the 200 reflection of NaCl at a photon energy of 8.2 keV, treated at the end of this section, this kinematic sum gives a reflectivity of 7.0 at an angle 3.64 microradians below the Bragg angle. It diverges at the Bragg angle itself. A sum that violates energy conservation there can predict neither the height of the peak nor its width, and it also puts the peak at the wrong angle. The cure is to let every plane act on the waves that actually reach it, including those already reflected by other planes.

\subsection{One plane}

A plane wave with wavelength $\lambda$, wavenumber $k=2\pi/\lambda$ and time factor $e^{-i\omega t}$ meets the crystal surface at glancing angle $\theta$. Its electric field is perpendicular to the plane of incidence. The $z$ axis points into the crystal, and $k_z=k\sin\theta$.

At frequencies far above the binding frequencies the electrons respond as free ones. An electron density $n$ then gives the permittivity $1-4\pi r_0n/k^2$, where $r_0$ is the classical electron radius. We keep the incident and the specular beam and drop all other diffracted beams. This amounts to averaging the density parallel to the surface, so that $n=n(z)$. The field is $E(z)e^{ikx\cos\theta}$, and Maxwell's equations reduce to
\begin{equation}
E''+k_z^2E=4\pi r_0\,n(z)\,E .
\label{wave}
\end{equation}

Consider one atomic plane centred at $z=0$, with $n(-z)=n(z)$. The outgoing solution of $G''+k_z^2G=\delta(z-z')$ is $G=e^{ik_z|z-z'|}/(2ik_z)$, because its slope jumps by one at $z'$. To first order in the density, $E$ on the right of (\ref{wave}) is the incident wave $e^{ik_zz}$. Above the plane $|z-z'|=z'-z$, and the scattered wave is
\begin{equation}
\frac{4\pi r_0}{2ik_z}\,e^{-ik_zz}\int n(z')e^{2ik_zz'}dz' .
\end{equation}
Below the plane $|z-z'|=z-z'$, the phases under the integral cancel, and $\int n\,dz'$ appears instead. Let $A$ be the area of a surface cell and define the form factor of the plane per cell,
\begin{equation}
F(q)=A\int n(z)\cos(qz)\,dz,\qquad q=2k_z .
\end{equation}
Since $4\pi/(2ik_z)=-2\pi i/k_z=-i\lambda/\sin\theta$, the reflection and transmission amplitudes are
\begin{equation}
r\simeq-ig,\qquad t\simeq1-ig_0,
\label{born}
\end{equation}
\begin{equation}
g=\frac{\lambda r_0F(q)}{A\sin\theta},\qquad
g_0=\frac{\lambda r_0F(0)}{A\sin\theta}.
\label{g}
\end{equation}
We take $F(q)>0$, so $g>0$. Both strengths are much smaller than one.

The amplitudes (\ref{born}) are not yet fit for a recursion over thousands of planes, because $|r|^2+|t|^2=1+g^2+g_0^2$ exceeds one. A gain of second order in each plane, repeated over about $1/g$ planes, becomes an error of first order in the reflectivity at the centre of the peak. Where the wave penetrates deeper the error is larger: it is of order $\sqrt g$ at the edges of the range of total reflection, and outside that range the gain in a stack much thicker than $1/g^2$ planes changes the reflectivity by a large factor. Energy conservation removes it. Send waves of equal amplitude 1 onto the plane from both sides. By mirror symmetry each outgoing wave has amplitude $t+r$, and without absorption $|t+r|=1$. With incident amplitudes $1$ and $-1$ the same argument gives $|t-r|=1$. Two numbers of unit modulus are fixed by two real phases, which we write as
\begin{equation}
t+r=e^{-i(g_0+g)},\qquad t-r=e^{-i(g_0-g)} .
\label{unit}
\end{equation}
Half the sum and half the difference are
\begin{equation}
t=e^{-ig_0}\cos g,\qquad r=-ie^{-ig_0}\sin g .
\label{rt}
\end{equation}
To first order these agree with (\ref{born}), so (\ref{g}) gives $g$ and $g_0$ to leading order. The product of the two expressions in (\ref{unit}) will be needed below:
\begin{equation}
t^2-r^2=e^{-2ig_0}.
\label{prod}
\end{equation}

\subsection{The layer recursion}

Number the planes $j=0,1,2,\dots$ from the surface, with spacing $d$. Let $T_j$ and $S_j$ be the amplitudes of the downward and upward waves just above plane $j$. Between planes a wave gains the factor
\begin{equation}
u=e^{i\varphi},\qquad \varphi=kd\sin\theta .
\end{equation}
The upward wave just below plane $j$ has left plane $j+1$ with amplitude $S_{j+1}$ and arrives as $uS_{j+1}$. The upward wave above plane $j$ is the reflected part of $T_j$ plus the transmitted part of this wave. The downward wave below plane $j$ is $tT_j+ruS_{j+1}$, and it gains a further factor $u$ on its way to plane $j+1$. Hence
\begin{align}
S_j&=rT_j+tu\,S_{j+1},\label{rec1}\\
T_{j+1}&=ut\,T_j+ru^2S_{j+1}.\label{rec2}
\end{align}

In a semi-infinite crystal the removal of the top plane leaves the same crystal. Therefore $S_j/T_j=R$ for every $j$, where $R$ is the reflection amplitude sought. With $S_{j+1}=RT_{j+1}$, equation (\ref{rec2}) shows that $x=T_{j+1}/T_j$ does not depend on $j$ either. Dividing (\ref{rec1}) and (\ref{rec2}) by $T_j$ gives
\begin{equation}
R(1-tux)=r,\qquad x-ut=ru^2xR .
\label{pair}
\end{equation}
Multiply the second relation by $1-tux$ and use the first to eliminate $R$:
\begin{equation}
(x-ut)(1-tux)=r^2u^2x .
\end{equation}
The left side is $x-tux^2-ut+t^2u^2x$. Collecting the terms proportional to $x$ gives $x[1+(t^2-r^2)u^2]=tu(1+x^2)$, and division by $tux$ gives
\begin{equation}
x+\frac1x=\frac{1+(t^2-r^2)u^2}{tu}.
\end{equation}
Set $\psi=\varphi-g_0$. By (\ref{prod}) the numerator is $1+e^{2i\psi}$, and by (\ref{rt}) the denominator is $e^{i\psi}\cos g$. With $x=e^{i\kappa}$,
\begin{equation}
\cos\kappa=\frac{\cos\psi}{\cos g}.
\label{disp}
\end{equation}

To find $R$, insert (\ref{rt}) into the first relation of (\ref{pair}) and multiply numerator and denominator by $e^{-i\psi}$:
\begin{equation}
R=\frac{-ie^{-i\varphi}\sin g}{e^{-i\psi}-\cos g\,e^{i\kappa}} .
\end{equation}
The real cosine terms in the denominator, $\cos\psi-\cos g\cos\kappa$, cancel by (\ref{disp}). What remains is $-i(\sin\psi+\cos g\sin\kappa)$, so
\begin{equation}
R=\frac{e^{-i\varphi}\sin g}{\sin\psi+\cos g\sin\kappa}.
\label{Rk}
\end{equation}
Equation (\ref{disp}) also gives
\begin{equation}
\cos^2g\,\sin^2\kappa=\cos^2g-\cos^2\psi=\sin^2\psi-\sin^2g .
\label{root}
\end{equation}

Near diffraction order $m$ write $\psi=m\pi+\varepsilon$ with $|\varepsilon|<\pi/2$, and define
\begin{equation}
X=\frac{\sin\varepsilon}{\sin g}\simeq\frac{\varphi-m\pi-g_0}{g},\qquad
Y=(-1)^m\frac{\cos g\sin\kappa}{\sin g}.
\label{X}
\end{equation}
Since $\sin\psi=(-1)^m\sin\varepsilon$, the denominator of (\ref{Rk}) is $(-1)^m\sin g\,(X+Y)$. Equation (\ref{root}) reads $Y^2=X^2-1$, so $(X+Y)(X-Y)=1$ and
\begin{equation}
R=e^{-i(\varphi-m\pi)}(X-Y).
\label{RXY}
\end{equation}

The sign of $Y$ is a physical choice. For $|X|<1$ we have $\cos\varepsilon>\cos g$, and (\ref{disp}) requires $|\cos\kappa|>1$. The wave must decay with depth, so $\kappa=m\pi+i\eta$ with $\eta>0$. Then $\sin\kappa=(-1)^mi\sinh\eta$, and $Y=+i\sqrt{1-X^2}$. For $|X|>1$ both roots are real, and the two values of $|X-Y|$ are reciprocal. One of them exceeds one and would mean that the crystal returns more energy than it receives, although nothing arrives from its depth. The other has $Y=\mathrm{sgn}(X)\sqrt{X^2-1}$. Thus
\begin{equation}
|R|^2=
\begin{cases}
1, & |X|\le1,\\[2pt]
\bigl(|X|-\sqrt{X^2-1}\bigr)^2, & |X|>1 .
\end{cases}
\label{darwin}
\end{equation}
This is the Darwin curve. For the unitary planes (\ref{rt}) it solves the recursion without further approximation. The physical approximation lies in the first-order values (\ref{g}).

\subsection{Total reflection}

On the plateau $|X-i\sqrt{1-X^2}|^2=X^2+1-X^2=1$. Each plane reflects very little, but the wave decays inside the crystal and carries no energy downward. Without absorption, all the energy must return. From (\ref{disp}), $\cosh\eta=\cos\varepsilon/\cos g$. Expanding both sides to second order gives $\eta^2=g^2-\varepsilon^2$, or
\begin{equation}
\eta\simeq g\sqrt{1-X^2}.
\end{equation}
At the centre the amplitude falls by $1/e$ over $1/g$ planes, a depth $d/g$. Towards the edges the depth grows without limit, so a crystal of finite thickness first fails to reflect totally there.

The phase of $R$ also changes across the plateau. Apart from the factor $e^{-i(\varphi-m\pi)}$, which is close to one, $R$ runs from $-1$ at $X=-1$ through $-i$ to $+1$ at $X=1$. The field at the planes is proportional to $1+R$. The standing wave therefore has its nodes on the planes at the low-angle edge and its antinodes there at the high-angle edge.

Total reflection covers $|\varphi-m\pi-g_0|\le g$. The Bragg angle $\theta_B$ satisfies $kd\sin\theta_B=m\pi$, that is, $2d\sin\theta_B=m\lambda$. A small change of angle $\Delta\theta$ changes $\varphi$ by $kd\cos\theta_B\,\Delta\theta$. With $V=Ad$, the full angular width is
\begin{equation}
w=\frac{2g}{kd\cos\theta_B}
=\frac{2\lambda r_0F}{A\sin\theta_B}\,\frac{\lambda}{2\pi d\cos\theta_B}
=\frac{2\lambda^2r_0F(q)}{\pi V\sin2\theta_B}.
\label{width}
\end{equation}
Here $g$ and $g_0$ are held constant across the peak and $\varphi$ is linear in angle. The linear step fails near $\theta_B=\pi/2$, where $\cos\theta_B$ vanishes.

The half-height points obey $|X|-\sqrt{X^2-1}=1/\sqrt2$. The reciprocal relation is $|X|+\sqrt{X^2-1}=\sqrt2$, and half the sum of the two is $|X|=3/(2\sqrt2)$. The full width at half maximum is therefore $1.06\,w$. For the area, substitute $X=\cosh s$ in the tails:
\begin{equation}
\int|R|^2dX=2+2\int_0^\infty e^{-2s}\sinh s\,ds
=2+\Bigl(1-\frac13\Bigr)=\frac83 .
\label{area}
\end{equation}
In angle the area is $\frac83\,g/(kd\cos\theta_B)=\frac43w$, which is proportional to $F$.

\subsection{The refraction shift}

The plateau is centred at $\varphi=m\pi+g_0$. Forward scattering reduces the phase gained per layer from $\varphi$ to $\varphi-g_0$, and a larger angle must make up for it. The centre lies above $\theta_B$ by
\begin{equation}
\Delta\theta_0=\frac{g_0}{kd\cos\theta_B}
=\frac{\lambda^2r_0F(0)}{\pi V\sin2\theta_B}
=\frac{2\delta}{\sin2\theta_B},\qquad
\delta=\frac{\lambda^2r_0F(0)}{2\pi V}.
\label{shift}
\end{equation}

The quantity $\delta$ is the refractive decrement. The mean density $F(0)/V$ gives the squared index $n_r^2=1-4\pi r_0F(0)/(Vk^2)\simeq1-2\delta$. Bragg's law inside the crystal is $2dn_r\sin\theta_{\rm in}=m\lambda$, and Snell's law for glancing angles is $\cos\theta=n_r\cos\theta_{\rm in}$. Together they give
\begin{equation}
\sin^2\theta=1-n_r^2+n_r^2\sin^2\theta_{\rm in}
\simeq2\delta+\sin^2\theta_B .
\end{equation}
For a small shift the left side is $\sin^2\theta_B+\sin2\theta_B\,\Delta\theta_0$, which reproduces (\ref{shift}).

Because $n(z)\ge0$ and $\cos(qz)\le1$, we have $F(q)\le F(0)$ and hence $g\le g_0$. At the uncorrected Bragg angle $X\simeq-g_0/g\le-1$. In this lossless model that angle never lies inside the plateau.

\subsection{The kinematic tails}

For large $|X|$,
\begin{equation}
|X|-\sqrt{X^2-1}=\frac1{2|X|}+\frac1{8|X|^3}+\dots,
\end{equation}
and the square is
\begin{equation}
|R|^2=\frac1{4X^2}\Bigl(1+\frac1{2X^2}+\dots\Bigr).
\label{tail}
\end{equation}
The leading term is $\sin^2g/[4\sin^2(\varphi-g_0)]$.

In kinematic theory plane $j$ receives the incident wave with phase $j\varphi$ and returns it to the surface with a further $j\varphi$. A vanishingly weak absorption makes the sum converge:
\begin{equation}
R_{\rm kin}=-ig\sum_{j=0}^\infty e^{2ij\varphi}=\frac{-ig}{1-e^{2i\varphi}},\qquad
|R_{\rm kin}|^2=\frac{g^2}{4\sin^2\varphi}.
\label{kin}
\end{equation}
The two results agree when $g$ and $g_0$ are much smaller than $|\sin\varphi|$. The approach is slow if refraction is ignored. With $\Delta=\varphi-m\pi$ small but much larger than $g_0$, the ratio of the leading term of (\ref{tail}) to (\ref{kin}) is
\begin{equation}
\frac{\Delta^2}{(\Delta-g_0)^2}\simeq1+\frac{2g_0}{\Delta}.
\label{slow}
\end{equation}
If the kinematic curve is first moved to the refracted centre, the relative difference is $1/(2X^2)$.

The semi-infinite limit matters for the factor 4 in (\ref{kin}). For $N$ planes the kinematic amplitude is $-ig(1-e^{2iN\varphi})/(1-e^{2i\varphi})$. The two terms in the numerator have equal size and belong to the front and the back face. Averaged over thickness their interference vanishes, and the reflectivity is twice (\ref{kin}). Absorption in a thick crystal removes the back-face term.

\subsection{Example: NaCl, reflections 200 and 400}

The planes of NaCl parallel to a cube face are spaced by $d=a/2$, where $a$ is the cube edge. Each contains equal numbers of Na and Cl. Neighbouring planes differ by a lateral shift, which does not affect the specular beam, so this crystal is the stack treated above, with one ion pair per area $A=a^2/2$. We use the rough measured size $a=5.6$ \AA. Then $d=5.291$ bohr and $A=55.99$ bohr$^2$. The form factors are those of superposed free Na$^+$ and Cl$^-$ ions in the Hartree--Fock approximation with Gaussian bases. Changes of the ions in the crystal, thermal motion, absorption and dispersion corrections are left out, so the numbers describe an ideal, static, lossless crystal. Thermal motion at room temperature, with a Debye--Waller parameter $B\approx1.5$ \AA$^2$, would reduce the widths by about 5\% for 200 and 17\% for 400. The K edge of Cl lies at 2.8 keV, only a factor of three below the photon energy, so the free-electron response is approximate. The widths hold for the field perpendicular to the plane of incidence; for the other polarization they carry a further factor $|\cos2\theta_B|$.

In Rydberg atomic units the speed of light is $2/\alpha$, with $\alpha$ the fine-structure constant. Hence $k=\alpha E/2$ for photon energy $E$, and $r_0=\alpha^2=5.325\times10^{-5}$ bohr. For $E=600$ Ry, $k=2.189$ bohr$^{-1}$ and $\lambda=2.870$ bohr. The 200 reflection has $m=1$, $\theta_B=15.74^\circ$ and $F(q)=8.66+12.69=21.35$, while $F(0)=28$. From (\ref{g}),
\begin{equation}
g=\frac{2.870\times5.325\times10^{-5}\times21.35}{55.99\,\sin15.74^\circ}
=2.15\times10^{-4},
\end{equation}
and $g_0=(28/21.35)\,g=2.82\times10^{-4}$. Equations (\ref{width}) and (\ref{shift}) give
\begin{align}
w&=\frac{2\times2.15\times10^{-4}}{2.189\times5.291\,\cos15.74^\circ}
=39\ \mu\text{rad},\\
\Delta\theta_0&=\frac{2.82\times10^{-4}}{2.189\times5.291\,\cos15.74^\circ}
=25\ \mu\text{rad},
\end{align}
or 8.0 and 5.2 arcseconds. The decay depth $d/g$ at the centre is $2.5\times10^4$ bohr, or 1.3 micrometres, about 4650 planes. Absorption may be neglected only if it is weak over such depths. In NaCl at this energy it is small but visible. A hydrogenic estimate of K-shell photoabsorption gives an imaginary part $f''\approx0.74$ of the form factor per ion pair, an amplitude decay depth of about 37 micrometres. The reflectivity at the centre then falls to about $1-2f''/F(q)\approx0.93$, and the top becomes asymmetric, about 0.98 at $X=-0.9$ and 0.75 at $X=0.9$, because the antinodes move onto the absorbing planes. The table below is for the lossless model.

The recursion, evaluated numerically by joining stacks without the ansatz for $x$, gives for the 200 reflection:
\begin{center}
\begin{tabular}{rrrr}
$X$ & $\theta-\theta_B$ ($\mu$rad) & $|R|^2$ & $|R_{\rm kin}|^2$\\
\hline
$-3.0$ & $-32.6$ & 0.029 & 0.088\\
$-1.5$ & $-3.6$ & 0.146 & 7.009\\
$0.0$ & $25.3$ & 1.000 & 0.145\\
$1.5$ & $54.2$ & 0.146 & 0.032\\
$3.0$ & $83.1$ & 0.029 & 0.013
\end{tabular}
\end{center}
The Darwin curve is symmetric about its shifted centre, while the kinematic curve is symmetric about $\theta_B$. At $\theta_B$ itself $X=-1.31$ and the reflectivity is 0.21. The plateau entry 1.000 is 0.9998 before rounding. The deficit comes from a small damping, ${\rm Im}\,\varphi=10^{-4}g$, added to select the semi-infinite limit. Setting $X=10^{-4}i$ in (\ref{RXY}) gives $|R|^2\simeq1-2\times10^{-4}$. With the truncated amplitudes (\ref{born}) the centre would instead lie $5.8\times10^{-4}$ above one.

At $X=100$ the dynamical reflectivity still exceeds (\ref{kin}) by 2.6\%, as (\ref{slow}) predicts. With the kinematic centre shifted, the excess is $1/(2X^2)=0.005\%$ there and 2\% at $X=5$.

For the 400 reflection $F(q)$ falls to 14.7, and $\sin\theta_B$ doubles. The width drops to 15 $\mu$rad and the shift to 14 $\mu$rad. The ratio $g_0/g=F(0)/F(q)$ rises from 1.31 to 1.91, so the uncorrected Bragg angle lies farther outside the plateau, measured in units of its half width.

A separate numerical check solves (\ref{wave}) for smooth periodic layers without assigning amplitudes to planes. The shift and the half width of its gap agree with $g_0$ and $g$ to within 0.04\% for strengths near $10^{-3}$.

\section*{Table of computed values}
\begin{verbatim}
photon energy: 600 Ry = 8.163 keV
wavelength: 2.8701 bohr; wavenumber: 2.1892 1/bohr
classical electron radius: 5.3251e-05 bohr
lattice parameter (rough): 10.582 bohr = 5.6 angstrom
plane spacing: 5.291 bohr; area per pair: 55.99 bohr^2
forward form factor per pair: 28.000 electrons
refractive decrement delta: 6.598e-06
order 1 Bragg angle: 15.7363 deg; q: 1.1875 1/bohr
order 1 form factors Na+, Cl-, sum: 8.662, 12.694, 21.355 electrons
order 1 g: 2.1492e-04; g0: 2.8179e-04; g0/g: 1.3111
order 1 refraction shift: 25.274 microrad = 5.213 arcsec
order 1 shift from Snell's law: 25.273 microrad
order 1 total-reflection width: 38.553 microrad = 7.952 arcsec
order 1 amplitude decay depth at centre: 24619 bohr = 1.303 micrometre; planes: 4653
order 2 Bragg angle: 32.8486 deg; q: 2.3749 1/bohr
order 2 form factors Na+, Cl-, sum: 6.053, 8.640, 14.693 electrons
order 2 g: 7.3937e-05; g0: 1.4090e-04; g0/g: 1.9056
order 2 refraction shift: 14.479 microrad = 2.986 arcsec
order 2 shift from Snell's law: 14.478 microrad
order 2 total-reflection width: 15.196 microrad = 3.134 arcsec
order 2 amplitude decay depth at centre: 71564 bohr = 3.787 micrometre; planes: 13525
order 1 table from layer doubling:
X | angle minus Bragg (microrad) | reflectivity | kinematic
 -3.0 |  -32.555 | 0.0294 | 0.0877
 -1.5 |   -3.641 | 0.1459 | 7.0090
 -0.5 |   15.636 | 0.9998 | 0.3800
  0.0 |   25.274 | 0.9998 | 0.1454
  0.5 |   34.913 | 0.9998 | 0.0762
  1.5 |   54.189 | 0.1459 | 0.0316
  3.0 |   83.104 | 0.0294 | 0.0135
reflectivity at uncorrected Bragg angle: 0.2145
area under curve in X: 2.666; 8/3 = 2.667
full width at half maximum in X: 2.120
order 1 full width at half maximum: 40.892 microrad
order 1 integrated reflectivity: 51.404 microrad
excess over 1 with truncated plane amplitudes: 5.846e-04
tail: X | dynamical/kinematic | same, kinematic centre shifted
    5 | 1.6259 | 1.0205
   20 | 1.1368 | 1.0013
  100 | 1.0264 | 1.0001
thickness-averaged finite / semi-infinite kinematic: 1.998
wave-equation test, shift: 9.99664e-04; g0: 1.00000e-03
wave-equation test, half width: 7.52332e-04; g: 7.52583e-04
\end{verbatim}
